Adaptive Gaussian widths for electron–phonon integrals, and where they fail

**The question behind the setting**

An electron with energy ε_i can emit a phonon of energy ω₀ if a final state exists at ε_i − ω₀. On a finite grid of wavevectors hardly any state has just that energy, so the energy-conserving delta function is replaced by a Gaussian. One width for the whole zone serves badly: where the bands are steep, neighbouring grid energies lie far apart and a narrow Gaussian falls between them; where they are flat, a wide one blurs structure that the grid resolves. Adaptive smearing sets the width at each point from the local velocity and the grid spacing, leaving the user a factor α. This guide derives the rule, shows what α controls, and examines the points where the velocity, and with it the width, vanishes.

Hartree atomic units are used, with ħ = 1. Let κ be the wavevector times the lattice constant, so that each component runs over 2π. The integral wanted in d dimensions is

I(E) = ∫ dᵈκ/(2π)ᵈ A(κ) δ(F(κ) − E),

with N points per axis and step h = 2π/N. The grid estimate is

S(E) = N⁻ᵈ Σ A G_σ(F − E), G_σ(y) = exp(−y²/2σ²)/(√(2π) σ).

The weight A holds couplings and occupations and is assumed smooth over a step. A sharp Fermi factor violates this and needs its own convergence test.

**Which velocity enters**

The width must follow the gradient w = ∇F of the whole energy that varies in the sum.

- Phonon linewidth, summed over k at fixed q: F = ε_m(k+q) − ε_n(k), so w = v_m(k+q) − v_n(k).
- Electron linewidth, summed over q at fixed k: F = ε_m(k+q) ± ω(q), so w = v_m(k+q) ± ∇ω(q), with plus for emission and minus for absorption.

For a dispersionless phonon the second case leaves the final-state velocity alone. Here velocities are derivatives with respect to κ and have the unit of energy.

**Why width is proportional to velocity times spacing**

Take one dimension, A = 1 and F = vκ on an infinite line. Poisson summation gives

h Σ_j G_σ(v h j − E) = Σ_n ∫ dκ G_σ(vκ − E) exp(2πi nκ/h).

Substitute y = vκ − E. Each integral becomes the Fourier transform of a Gaussian, and the terms ±n combine into a cosine:

h Σ_j G_σ = (1/|v|) [1 + 2 Σ_{n≥1} exp(−2π²n²σ²/(vh)²) cos(2πnE/(vh))].

The 1 gives the true answer; the rest is ripple. Its phase depends on E/(vh), but its amplitude relative to the true answer is independent of velocity if σ = α|v|h: harmonic n is then damped by exp(−2π²α²n²).

In d dimensions, with grid points κ = h(j + s) and offset s, Poisson summation gives harmonics labelled by integer vectors n:

S = Σ_n exp(−2πi n·s) ∫ dᵈκ/(2π)ᵈ A G_σ(F − E) exp(iN n·κ).

Write the Gaussian as

G_σ(y) = ∫ dτ/(2π) exp(iτy − σ²τ²/2).

The phase is τ(F − E) + N n·κ. It is stationary in τ when F = E and in κ when τw = −N n. With σ = αh|w|,

σ²τ²/2 = α²h²|τw|²/2 = α²h²N²|n|²/2 = 2π²α²|n|².

The velocity has cancelled. To leading order in h, at fixed α and where w changes little over a step, every harmonic is damped by exp(−2π²α²|n|²). For |n| = 1 this is 0.17 at α = 0.3, 0.0072 at α = 0.5 and 2.7×10⁻⁹ at α = 1. The limit is approached more slowly at larger α, because w must change little over about 2πα² steps: near a two-dimensional parabolic minimum the damping at α = 1 is only about 3×10⁻⁴ at 4.5 steps from the minimum, 4×10⁻⁷ at 11 steps and 1×10⁻⁸ at 22 steps. In a two-dimensional band test, raising α from 0.2 to 0.3 multiplied harmonic (1,0) by 0.3726, against 0.3727 from the formula, and harmonic (1,1) by 0.1390, against 0.1389.

For a general lattice, use reduced coordinates times 2π as κ_i, and σ² = α² Σ_i (h_i ∂F/∂κ_i)². Conventions for α differ. Taking the largest |h_i ∂F/∂κ_i| instead of the root of the sum leaves the stationary-phase exponent for |n| = 1 unchanged, but the maximum has kinks where two components are equal, and these add a ripple that fades only slowly with refinement: for the square-lattice band below, near E = −2 and at α = 1, harmonic (1,0) is then damped by about 2×10⁻⁴ at N = 50 and 5×10⁻⁵ at N = 150, instead of about 10⁻⁹. Taking the root mean square over three axes divides the exponent by three.

**The price: a smooth bias**

Averaging over offsets leaves the n = 0 term. A narrow Gaussian acts as δ + ½σ²δ″, and since σ depends on κ but not on E, the derivatives can be taken outside:

⟨S⟩ − I = ½ d²/dE² ∫ dᵈκ/(2π)ᵈ A σ² δ(F − E) + …

At a fixed energy away from the critical values of F, this is of order h² once the grid is fine enough. For A = 1 it needs P(E) = ∫|w|²δ(F − E), with the measure understood. The integral of ∇·[w θ(E − F)] over the periodic zone is zero, and ∇θ(E − F) = −w δ(F − E), so

P(E) = ∫ ∇²F θ(E − F).

Consider the square-lattice band F = −2(cos κ₁ + cos κ₂), in units of the hopping t. Here ∇²F = −F, hence P′ = −E D(E), where D is the density of states, and

⟨S⟩ − I ≈ −½α²h² [D(E) + E D′(E)].

An exact D is available for comparison. A one-dimensional band −2cos κ has density 1/(π√(4 − y²)) at energy y. Integrating over the other wavevector, with z its cosine, gives for −4 < E < 0

D(E) = (1/2π²) ∫ dz / √[(1−z)(1+z)(a−z)(z−b)],

where a = 1 − E/2, b = −1 − E/2, and z runs from b to 1. The substitution sin²θ = 2(z−b)/[(1−b)(1+z)] gives, with m = 1 − E²/16,

cos²θ = (1+b)(1−z)/[(1−b)(1+z)],
1 − m sin²θ = (1+b)(a−z)/[2(1+z)].

Differentiating sin²θ and inserting these shows that the integrand times dz is dθ/√(1 − m sin²θ), with θ from 0 to π/2. Thus D(E) = K(m)/(2π²), K being the complete elliptic integral with parameter m. At the lower edge K(0) = π/2 and D = 1/(4π).

**A regular energy**

Take round model parameters: t = 0.02 hartree, ω₀ = 0.004 hartree, constant coupling g = 0.002 hartree, zero temperature and empty final states. The golden-rule rate is

Γ = 2πg² D/t,

with D at the final energy. For a final state halfway between band minimum and band centre (E = −2), the exact model rate is 1.373×10⁻⁴ hartree, or 3.74 meV.

With α = 1 the grid errors relative to this rate are −0.445, −0.114 and −0.029 percent for N = 50, 100 and 200. Each doubling divides the error by about four, and the bias formula gives −0.115 percent at N = 100. The remaining error is broadening, not missed states.

**Where the velocity vanishes**

Near an isotropic minimum, F = F₀ + ½c|κ|² and w = cκ. The change of F over a step is about ch|κ| from the slope and ½ch² from the curvature. They are comparable at |κ| ~ h, so the linear argument fails within a few steps of the minimum.

Set κ = hu, u = n + s, and E = F₀ + ch²x. Then F − E = ch²(u²/2 − x) and σ = αch²u, with u = |n + s|. Since N⁻ᵈ = hᵈ/(2π)ᵈ, for A = 1

S = h^(d−2)/((2π)ᵈ c) Φ(x,s),

Φ = Σ_n exp[−(u²/2 − x)²/(2α²u²)] / (√(2π) αu).

The true integral has the same power of h at fixed x. Refinement therefore shrinks the troubled energy window as ch², but leaves the relative error at fixed x and s unchanged.

In two dimensions the true value just above the edge is

∫ 2πκ dκ/(2π)² δ(½cκ² − ch²x) = 1/(2πc),

so S relative to the edge value is Φ/(2π). A grid point at distance s = |s| steps from the minimum has its peak at x = s²/2 and contributes there

1/((2π)^(3/2) α s).

This grows without limit as the point approaches the minimum. At s = 0 the width is zero and the term is undefined; a grid that contains the band minimum meets this case directly.

In the emission example, the rate just above threshold is

Γ = 2πg²/(4πt) = g²/(2t) = (4×10⁻⁶)/(0.04) = 1.00×10⁻⁴ hartree,

or 2.72 meV. Threshold is at ε_i = −0.080 + 0.004 = −0.076 hartree. Offset the grid by 0.01 step along each axis, so that s = 0.01414, and choose the final energy at that point. With α = 1 its contribution is 1/(15.75 × 0.01414) = 4.49 times the edge rate. The other points bring the total to 5.24, at N = 50 and still at N = 400: a rate of 5.24×10⁻⁴ hartree. Dropping a point of zero width gives 0.754 of the edge rate, an error of the other sign.

The spike is narrow and its energy integral is one point's weight, N⁻ᵈ. Cumulative quantities taken far above the edge therefore survive. With a point 0.0014 step from the minimum and N = 128, the number of states per site and spin up to t above the band minimum is 0.08548, against 0.08515. The difference agrees with the integrated bias, ½α²h²P′(E), within the 5 percent tolerance of the test.

Dimension matters. In three dimensions the true value is h√(2x)/(2π²c). At x = s²/2 the single-point term exceeds it by the factor 1/(4π√(2π) αs²), which rises faster as s → 0, though the absolute height falls as h at fixed s. In one dimension that height grows as 1/h.

**False emission and scatter between offsets**

Averaging over all offsets turns the sum in Φ into an integral over the plane:

⟨Φ⟩ = (√(2π)/α) ∫₀^∞ du exp[−(pu − r/u)²],

p = 1/(2√2 α), r = x/(√2 α).

For x > 0, the substitution u → r/(pu) leaves the exponential unchanged and replaces du by r du/(pu²). Half the sum of the two forms contains (p + r/u²)du, the differential of y = pu − r/u, which runs from −∞ to ∞. The integral is √π/(2p) = √(2π) α, hence ⟨Φ⟩ = 2π, the correct value. For x < 0, (pu + |r|/u)² = (pu − |r|/u)² + 4p|r|, and 4p|r| = |x|/α². Thus

⟨Φ⟩ = 2π exp(−|x|/α²) below the edge.

Forbidden emission appears over an energy α²ch². Integrating this tail over x gives 2πα², while the true states up to x > 0 give 2πx. A count of states up to x is therefore too large by the fraction α²/x on average, which is small only far above the edge. At N = 100, ch² = 1.58×10⁻⁴ hartree. Half this energy below threshold the averaged rate is 0.605 of the edge rate for α = 1, and 0.360 for α = 0.7; the formula gives 0.607 and 0.360.

A correct mean does not make one offset reliable. All terms of Φ are positive, so ⟨Φ²⟩ is at least the part from squares of single terms:

(1/α²) ∫₀^∞ (du/u) exp[x/α² − u²/(4α²) − x²/(α²u²)].

With u = √(2|x|) eʸ, the last two terms in the exponent become −(|x|/α²) cosh 2y, and the result is exp(x/α²) K₀(|x|/α²)/α², where K₀ is the modified Bessel function. It diverges as ln(1/|x|)/α² at the edge. For this two-dimensional parabola, the variance over random offsets is infinite there. In three dimensions the corresponding singularity, d³s/s², is integrable.

**A width that knows about curvature**

The remedy is to measure how much F varies within a grid cell, including second order. Let F = F₀ + w·y + ½ Σ M_ij y_i y_j, where M is the Hessian and each y_i is uniform between −h/2 and h/2. Then ⟨y_i²⟩ = h²/12 and ⟨y_i⁴⟩ = h⁴/80. Odd averages vanish, so the variances add:

- w_i y_i gives w_i²h²/12;
- ½M_ii y_i² gives ¼M_ii²h⁴(1/80 − 1/144) = M_ii²h⁴/720;
- M_ij y_i y_j, with i < j, gives M_ij²h⁴/144.

The original rule is 12α² times the linear variance. Using the full variance gives

σ² = α² [h²|w|² + h⁴(Σ_i M_ii²/60 + Σ_{i<j} M_ij²/12)].

At the square-band minimum M_ii = c, and the width stays at αch²/√30. With this term the spike of 5.24 becomes 1.10, and a point exactly at the minimum also gives 1.10. At these two offsets an error of about 10 percent remains: the term removes the divergence, but the edge is still coarsely sampled and is also broadened. At regular energies it changes S at order h⁴; halving h reduced the change by a factor of 15.9, close to 16.

A fixed minimum width also prevents division by zero. But as h → 0 it eventually replaces the adaptive width almost everywhere, and its bias, proportional to the fixed σ², does not vanish.

**How fine a grid near threshold**

Place the final energy 10⁻⁴ hartree above the minimum. The table gives the rms error over a uniform set of 20 × 20 offsets, relative to the exact model rate, for α = 1.

| N | x | plain (%) | with curvature (%) |
|---|---|---|---|
| 25 | 0.04 | 13.1 | 7.7 |
| 50 | 0.16 | 3.9 | 3.4 |
| 100 | 0.63 | 3.1 | 2.7 |
| 200 | 2.5 | 0.12 | 0.09 |
| 400 | 10 | 0.008 | 0.008 |

Going from 50 to 100 points helps little; the large gain comes between x = 0.63 and x = 2.5. The first plain entry depends slightly on the offset set (12.8 with 100 × 100 offsets), and its worst single offset errs by about 75 percent. The threshold in x holds for α = 1 in this two-dimensional band; at x = 2.5 the plain error is 0.48 percent for α = 0.7 and 0.88 percent for α = 0.5. Requiring x ≈ 2.5 at an energy δE above the edge means N ≈ 2π√(2.5c/δE). Here c = 2t = 0.04 hartree, giving N ≈ 200. Halving δE calls for √2 times as many points per axis.

**Phonon linewidths: a different set of dangerous points**

For the same band and q = (q,q), the transition energy is

F = −2t Σ_i [cos(κ_i+q) − cos κ_i] = 4t sin(q/2) Σ_i sin(κ_i+q/2).

This is a shifted square band with hopping t′ = 2t sin(q/2), so its exact joint density follows from D. Its gradient is w_i = 4t sin(q/2) cos(κ_i+q/2). At the band minimum κ = 0 this is 2t sin q, generally not zero. The velocities cancel instead at κ_i = ±π/2 − q/2.

For q = π/2, a test at the transfer energy of the band minimum, 4t, used N = 128 and an offset of (0.01, −0.01) step, which puts one point 0.014 step from κ = 0 and, to first order, on the contour F = 4t. It gave 0.9993 of the exact joint density with the velocity difference, but 6.4 times it with v(k) alone. The excess comes from that one point, where v(k) and hence the wrong width nearly vanish, and its size varies inversely with the point's distance from κ = 0. This transfer far exceeds the phonon energy and serves to isolate the choice of width. At the true critical point, κ_i = π/4, the correct rule shows the same spike as before, 5.24 times the edge value.

At small q the danger can reach the phonon energy. The largest transfer is 4t′ = 8t sin(q/2), which equals ω₀ when sin(q/2) = 0.004/0.16 = 0.025, or q ≈ 0.05. Below this q no electron in the band can absorb the phonon; as q approaches this value from above, the allowed transitions shrink to the edge of F, at κ_i = π/2 − q/2, where they lead from ε = −ω₀/2 to ε = +ω₀/2. This critical point contributes only if the occupation factor is non-zero there, which at low temperature requires the Fermi level to lie between these energies, close to half filling. The range of initial energies widens rapidly as q grows beyond the limit.

**Choosing the settings**

- Start near α = 1 in the convention used here; where F is locally linear, the ripple is then negligible. Smaller α reduces the bias as α² and shortens the false tail, but raises the ripple and the spike. At α = 0.5 the linear one-dimensional ripple is already 2 × 0.0072, about 1.4 percent. Far from critical values a smaller α can still give the lower total error: at E = −2 and N = 100 the rms error over offsets is 0.042 percent at α = 0.6, against 0.114 at α = 1.
- Check that the program uses the gradient of the full transition energy.
- Near a threshold, compare several grid offsets. A result that jumps between them is not converged: points of small w may dominate it, or α may be too small to damp the ripple.
- Include the curvature term if possible. It removes the divergence at points where w vanishes and M does not, but not the false emission below the edge. Where M vanishes too, as at a quartic extremum, the width again goes to zero; for F = |κ|⁴ in three dimensions the spike, relative to the true value, still grows as 1/s. Differences of w between neighbouring points estimate hM to leading order.
- Refine until ch² is well below the distance in energy from the edge. If F is flat over a whole region, w and M both vanish and this remedy fails too: the integral itself then contains a delta function in energy.

The numerical output below gives the values behind these comparisons.

Table of computed values

```
hopping t = 0.02 hartree
phonon energy = 0.004 hartree
coupling g = 0.002 hartree
band minimum = -0.080 hartree
emission threshold, initial energy = -0.076 hartree
mid-band initial energy = -0.036 hartree
mid-band exact rate = 1.3729e-04 hartree = 3.736 meV
rate just above threshold = 1.0000e-04 hartree = 2.721 meV
first-harmonic damping, alpha=0.3: 1.69e-01
first-harmonic damping, alpha=0.5: 7.19e-03
first-harmonic damping, alpha=1.0: 2.68e-09
harmonic (1, 0), ratio alpha 0.3 to 0.2: grid 0.3726, formula 0.3727
harmonic (1, 1), ratio alpha 0.3 to 0.2: grid 0.1390, formula 0.1389
All results below use alpha = 1 unless stated
mid-band relative error, N=50: -0.4450 percent
mid-band relative error, N=100: -0.1143 percent
mid-band relative error, N=200: -0.0288 percent
mid-band bias formula, N=100: -0.1154 percent
curvature energy c h^2, N=100: 1.579e-04 hartree
offset-averaged rate/edge rate, x=+0.5: 0.9995
offset-averaged rate/edge rate, x=-0.5: 0.6051, formula 0.6065
same, x=-0.5, alpha=0.7: 0.3596, formula 0.3604
near-extremum point: offset (0.01,0.01), distance 0.01414 steps
spike rate/edge rate, N=50: 5.240
spike rate/edge rate, N=100: 5.243
spike rate/edge rate, N=200: 5.244
spike rate/edge rate, N=400: 5.244
single-point part by formula: 4.490
spiked rate, N=400: 5.244e-04 hartree
zero-width point dropped, rate/edge rate: 0.754
with curvature term, same offset: 1.098
with curvature term, zero offset: 1.099
edge sum ratio N=160 to N=80: 1D 2.000, 3D 0.502
states below height t, N=128: grid 0.085479, exact 0.085149
curvature-term change, N=96 over N=192: 15.89
final energy above minimum for the scatter: 0.0001 hartree
N=25, x=0.040: rms error 13.124, with curvature 7.730 percent
N=50, x=0.158: rms error 3.941, with curvature 3.375 percent
N=100, x=0.633: rms error 3.144, with curvature 2.669 percent
N=200, x=2.533: rms error 0.116, with curvature 0.094 percent
N=400, x=10.132: rms error 0.008, with curvature 0.008 percent
phonon case q=(pi/2,pi/2): transfer at band minimum 4.000 t
joint density/exact, velocity difference: 0.9993
joint density/exact, one velocity only: 6.424
critical wavevector component = 0.250 pi
joint density/edge value at critical point: 5.243
```
